# Coulomb energy of two frozen Yukawa atoms and its attractive region: a program that tests the result

```python
# Result under test (atomic units): two rigid neutral atoms, each with total
# potential Z exp(-k r)/r, have the mutual Coulomb energy
#     E(R) = Z1 Z2 exp(-k R) (1/R - k/2).
# E changes sign at R = 2/k; the force changes sign at R = (1 + sqrt 3)/k.
# Z: nuclear charge, k: screening constant, R: distance between the nuclei.
# Example: head-on Ti + Ti collision, with the neglected energies estimated.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.interpolate import CubicSpline, PchipInterpolator
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf
from pyscf.data import elements

BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_SPEED = const.physical_constants["atomic unit of velocity"][0]
R_MIN, R_MAX = 1e-5, 25.0


def formula(R, k, zz=1.0):
    return zz * np.exp(-k * R) * (1 / R - k / 2)


def two_centre(function, R, extent):
    """Integral over all space of function(r1, r2), spheroidal coordinates."""
    x, wx = np.polynomial.legendre.leggauss(140)
    y, wy = np.polynomial.legendre.leggauss(90)
    top = np.arccosh(1 + 2 * extent / R)
    mu = (0.5 * top * (x + 1))[:, None]
    nu = (0.5 * np.pi * (y + 1))[None, :]
    weight = 0.25 * top * np.pi * wx[:, None] * wy[None, :]
    xi, eta = np.cosh(mu), np.cos(nu)
    volume = 2 * np.pi * (R / 2)**3 * (xi**2 - eta**2)
    volume = volume * np.sinh(mu) * np.sin(nu)
    r1, r2 = R * (xi + eta) / 2, R * (xi - eta) / 2
    return float(np.sum(weight * volume * function(r1, r2)))


def direct_energy(R, a, b):
    """Nucleus and electrons of atom 1 in the potential of atom 2, Z = 1."""
    def integrand(r1, r2):
        density = a**2 * np.exp(-a * r1) / (4 * np.pi * r1)
        return density * np.exp(-b * r2) / r2
    return np.exp(-b * R) / R - two_centre(integrand, R, 30 / min(a, b))


def panel_rule(edges, order=12):
    x, w = np.polynomial.legendre.leggauss(order)
    half = np.diff(edges) / 2
    middle = (edges[1:] + edges[:-1]) / 2
    points = middle[:, None] + half[:, None] * x
    return points.ravel(), (half[:, None] * w).ravel()


class SphericalAtom:
    """Neutral atom; its potential is built from the density by Coulomb's law."""

    def __init__(self, radius, density):
        u = np.log(radius)
        self.log_density = PchipInterpolator(u, np.log(density + 1e-35))
        count = CubicSpline(u, 4 * np.pi * radius**3 * density).antiderivative()
        inverse = CubicSpline(u, 4 * np.pi * radius**2 * density).antiderivative()
        outside = count(u[-1]) - count(u)
        self.charge = float(outside[0])
        r_times_potential = outside - radius * (inverse(u[-1]) - inverse(u))
        self.screened = CubicSpline(u, r_times_potential)
        self.primitive = CubicSpline(u, r_times_potential * radius).antiderivative()

    @staticmethod
    def log_radius(r):
        return np.log(np.clip(r, R_MIN, R_MAX))

    def density(self, r):
        return np.exp(self.log_density(self.log_radius(r)))

    def electrostatic(self, R):
        near = R + np.array([-0.1, -0.02, 0.0, 0.02, 0.1])
        near = near[(near > R_MIN) & (near < R_MAX)]
        edges = np.concatenate(([R_MIN, R_MAX], near,
                                np.geomspace(1e-3, 24.9, 30)))
        r, w = panel_rule(np.unique(edges))
        shell = (self.primitive(self.log_radius(R + r))
                 - self.primitive(self.log_radius(np.abs(R - r))))
        electrons = np.sum(w * 4 * np.pi * r * self.density(r) * shell) / (2 * R)
        nucleus = self.charge * self.screened(self.log_radius(R)) / R
        return float(nucleus - electrons)

    def overlap_terms(self, R):
        """Non-additive Thomas-Fermi kinetic and Dirac exchange energies."""
        def excess(power):
            def integrand(r1, r2):
                n1, n2 = self.density(r1), self.density(r2)
                return (n1 + n2)**power - n1**power - n2**power
            return two_centre(integrand, R, 20.0)
        kinetic = 0.3 * (3 * np.pi**2)**(2 / 3) * excess(5 / 3)
        exchange = -0.75 * (3 / np.pi)**(1 / 3) * excess(4 / 3)
        return kinetic, exchange

    def total(self, R):
        return self.electrostatic(R) + sum(self.overlap_terms(R))


# Density from Poisson's equation, and neutrality, by symbolic algebra
r_s, k_s = sp.symbols("r k", positive=True)
phi_s = sp.exp(-k_s * r_s) / r_s
density_s = sp.diff(r_s * phi_s, r_s, 2) / r_s / (4 * sp.pi)
assert sp.simplify(density_s - k_s**2 * phi_s / (4 * sp.pi)) == 0
assert sp.simplify(sp.integrate(sp.expand(4 * sp.pi * r_s**2 * density_s),
                                (r_s, 0, sp.oo)) - 1) == 0

# Energy, overlap integral, zero and minimum against direct quadrature
k_test = 1.4
largest_error = 0.0
for R in (0.5, 1.1, 2.3, 4.0):
    error = abs(direct_energy(R, k_test, k_test) - formula(R, k_test))
    largest_error = max(largest_error, error / (np.exp(-k_test * R) / R))
    overlap = two_centre(lambda p, q: np.exp(-k_test * (p + q)) / (p * q), R, 25.0)
    assert abs(overlap * k_test * np.exp(k_test * R) / (2 * np.pi) - 1) < 1e-7
assert largest_error < 1e-7
zero_test = brentq(lambda R: direct_energy(R, k_test, k_test), 0.5, 3.0)
low_test = minimize_scalar(lambda R: direct_energy(R, k_test, k_test),
                           bounds=(1.0, 4.0), method="bounded",
                           options={"xatol": 1e-8})
assert abs(k_test * zero_test - 2) < 1e-6
assert abs(k_test * low_test.x - 1 - np.sqrt(3)) < 1e-4

# Unequal screening constants
a, b = 1.9, 1.1
for R in (0.6, 1.5, 3.0):
    unequal = (a**2 * np.exp(-a * R) - b**2 * np.exp(-b * R)) / (R * (a**2 - b**2))
    assert abs(direct_energy(R, a, b) - unequal) < 1e-7
zero_unequal = brentq(lambda R: direct_energy(R, a, b), 0.4, 4.0)
assert abs(zero_unequal - 2 * np.log(a / b) / (a - b)) < 1e-6

# Titanium: Yukawa density and spherically averaged Hartree-Fock density
Z = 22
k = Z**(1 / 3) / (9 * np.pi**2 / 128)**(1 / 3)
radius = np.geomspace(R_MIN, R_MAX, 3000)
yukawa = SphericalAtom(radius, Z * k**2 * np.exp(-k * radius) / (4 * np.pi * radius))
mol = gto.M(atom="Ti 0 0 0", basis="def2-tzvp", spin=2, verbose=0)
dm = np.asarray(scf.hf.init_guess_by_atom(mol))


def hf_density(direction):
    unit = np.array(direction, dtype=float)
    unit /= np.linalg.norm(unit)
    ao = mol.eval_gto("GTOval_sph", radius[:, None] * unit)
    return np.maximum(np.einsum("pi,ij,pj->p", ao, dm, ao), 0.0)


n_axis, n_diagonal = hf_density((0, 0, 1)), hf_density((1, 1, 1))
inner = radius < 5
assert np.allclose(n_axis[inner], n_diagonal[inner], rtol=1e-5)
hartree_fock = SphericalAtom(radius, n_axis)
assert abs(hartree_fock.charge - Z) < 1e-3 and abs(yukawa.charge - Z) < 1e-3
population = np.einsum("ij,ji->i", dm, mol.intor("int1e_ovlp"))
d_electrons = sum(p for p, label in zip(population, mol.ao_labels(fmt=False))
                  if "d" in label[2])

R_zero, R_low = 2 / k, (1 + np.sqrt(3)) / k
for R in (0.2, R_zero, R_low, 2.0):
    scale = Z**2 * np.exp(-k * R) / R
    assert abs(yukawa.electrostatic(R) - formula(R, k, Z**2)) < 1e-3 * scale
for atom in (yukawa, hartree_fock):
    counted = two_centre(lambda p, q: atom.density(p), R_low, 20.0)
    assert abs(counted - Z) < 0.01

# Volume integral of the energy vanishes, so its sign must change
R_points, R_weights = panel_rule(np.geomspace(1e-3, 22.0, 19), 8)
balance = {}
for name, atom in (("Yukawa", yukawa), ("Hartree-Fock", hartree_fock)):
    energies = np.array([atom.electrostatic(R) for R in R_points])
    measure = R_weights * R_points**2
    balance[name] = np.sum(measure * energies) / np.sum(measure * np.abs(energies))
    assert abs(balance[name]) < 2e-3
    if atom is hartree_fock:
        first = int(np.argmax(energies < 0))
        assert first > 0
        hf_zero = brentq(atom.electrostatic, R_points[first - 1], R_points[first])


def universal(R):
    """Ziegler-Biersack-Littmark universal potential for Ti + Ti."""
    x = R * 2 * Z**0.23 / 0.8854
    screen = (0.18175 * np.exp(-3.19980 * x) + 0.50986 * np.exp(-0.94229 * x)
              + 0.28022 * np.exp(-0.40290 * x) + 0.02817 * np.exp(-0.20162 * x))
    return Z**2 * screen / R


# Overlap energies restore repulsion where the electrostatic well sits
for atom in (yukawa, hartree_fock):
    assert atom.total(R_low) > 0
    assert atom.total(0.95 * R_low) > atom.total(1.05 * R_low)

# Head-on collision; equal masses leave half the energy for the approach
ion_energy_eV = 50e3
available = 0.5 * ion_energy_eV / HARTREE_EV
potentials = {
    "frozen electrostatic formula": lambda R: formula(R, k, Z**2),
    "bare nucleus on Yukawa atom": lambda R: Z**2 * np.exp(-k * R) / R,
    "Hartree-Fock density + overlap": hartree_fock.total,
    "universal potential": universal}
closest = {name: brentq(lambda R: V(R) - available, 0.02, 1.5)
           for name, V in potentials.items()}
R_close = closest["frozen electrostatic formula"]
mass = elements.MASSES[Z] * const.atomic_mass
speed = np.sqrt(2 * ion_energy_eV * const.e / mass)

# Relaxation at vanishing distance, Thomas-Fermi energy with virial balance
tf_spline = CubicSpline(np.log(radius), 4 * np.pi * radius**3 * n_axis**(5 / 3))
T_atom = 0.3 * (3 * np.pi**2)**(2 / 3) * float(
    tf_spline.integrate(np.log(R_MIN), np.log(R_MAX)))
contraction = minimize_scalar(lambda s: 2**(5 / 3) * s**2 - 8 * s,
                              bounds=(0.5, 2.0), method="bounded",
                              options={"xatol": 1e-9})
gain = 2**(5 / 3) - 8 - contraction.fun
assert abs(gain - (2**(7 / 3) + 2**(5 / 3) - 8)) < 1e-8
relaxation = gain * T_atom

print(f"Largest relative error, formula vs quadrature: {largest_error:.1e}")
print(f"k R at zero energy, from quadrature: {k_test * zero_test:.5f}")
print(f"k R at zero force, from quadrature: {k_test * low_test.x:.4f}")
print(f"Minimum energy / (Z1 Z2 k): {low_test.fun / k_test:.6f}")
for name, value in balance.items():
    print(f"Net/absolute volume integral, {name}: {value:.1e}")
print(f"Ti nuclear charge: {Z}")
print(f"Screening length 1/k: {BOHR_NM / k:.5f} nm")
print(f"Screening constant k: {k / BOHR_NM:.2f} 1/nm")
print(f"d electrons in Hartree-Fock Ti atom: {d_electrons:.2f}")
print(f"Zero of energy, formula: {R_zero * BOHR_NM:.5f} nm")
print(f"Zero of force, formula: {R_low * BOHR_NM:.5f} nm")
print(f"First zero of energy, Hartree-Fock: {hf_zero * BOHR_NM:.5f} nm")
print(f"Ion energy: {ion_energy_eV:.0f} eV")
print(f"Energy available for approach: {available * HARTREE_EV:.0f} eV")
for name, R in closest.items():
    print(f"Closest approach, {name}: {R * BOHR_NM:.5f} nm")
for place, R in (("closest approach", R_close), ("zero energy", R_zero),
                 ("zero force", R_low)):
    print(f"At {place} of the formula, R = {R * BOHR_NM:.5f} nm, in eV:")
    print(f"  formula: {formula(R, k, Z**2) * HARTREE_EV:.1f}")
    for name, atom in (("Yukawa", yukawa), ("Hartree-Fock", hartree_fock)):
        kinetic, exchange = atom.overlap_terms(R)
        if atom is hartree_fock:
            print(f"  {name} electrostatic: {atom.electrostatic(R) * HARTREE_EV:.1f}")
        print(f"  {name} kinetic: {kinetic * HARTREE_EV:.1f}")
        print(f"  {name} exchange: {exchange * HARTREE_EV:.1f}")
        print(f"  {name} total: {atom.total(R) * HARTREE_EV:.1f}")
    print(f"  universal potential: {universal(R) * HARTREE_EV:.1f}")
print(f"Thomas-Fermi kinetic energy of one atom: {T_atom * HARTREE_EV:.0f} eV")
print(f"Relaxation gain / that kinetic energy: {gain:.4f}")
print(f"Relaxation estimate at R -> 0: {relaxation * HARTREE_EV:.0f} eV")
print(f"Ion speed / Bohr speed: {speed / BOHR_SPEED:.3f}")
print("checks complete")
```

Output:

```
Largest relative error, formula vs quadrature: 1.0e-14
k R at zero energy, from quadrature: 2.00000
k R at zero force, from quadrature: 2.7321
Minimum energy / (Z1 Z2 k): -0.008720
Net/absolute volume integral, Yukawa: -9.2e-06
Net/absolute volume integral, Hartree-Fock: -5.1e-06
Ti nuclear charge: 22
Screening length 1/k: 0.01672 nm
Screening constant k: 59.81 1/nm
d electrons in Hartree-Fock Ti atom: 2.00
Zero of energy, formula: 0.03344 nm
Zero of force, formula: 0.04568 nm
First zero of energy, Hartree-Fock: 0.06191 nm
Ion energy: 50000 eV
Energy available for approach: 25000 eV
Closest approach, frozen electrostatic formula: 0.01036 nm
Closest approach, bare nucleus on Yukawa atom: 0.01289 nm
Closest approach, Hartree-Fock density + overlap: 0.01199 nm
Closest approach, universal potential: 0.01157 nm
At closest approach of the formula, R = 0.01036 nm, in eV:
  formula: 25000.0
  Yukawa kinetic: 9434.6
  Yukawa exchange: -411.8
  Yukawa total: 34022.8
  Hartree-Fock electrostatic: 23159.8
  Hartree-Fock kinetic: 9023.2
  Hartree-Fock exchange: -335.2
  Hartree-Fock total: 31847.8
  universal potential: 30078.6
At zero energy of the formula, R = 0.03344 nm, in eV:
  formula: 0.0
  Yukawa kinetic: 3372.9
  Yukawa exchange: -203.8
  Yukawa total: 3169.1
  Hartree-Fock electrostatic: 1636.5
  Hartree-Fock kinetic: 1723.4
  Hartree-Fock exchange: -131.8
  Hartree-Fock total: 3228.1
  universal potential: 2825.4
At zero force of the formula, R = 0.04568 nm, in eV:
  formula: -363.5
  Yukawa kinetic: 1876.8
  Yukawa exchange: -131.9
  Yukawa total: 1381.4
  Hartree-Fock electrostatic: 425.6
  Hartree-Fock kinetic: 1158.2
  Hartree-Fock exchange: -100.7
  Hartree-Fock total: 1483.1
  universal potential: 1241.3
Thomas-Fermi kinetic energy of one atom: 21485 eV
Relaxation gain / that kinetic energy: 0.2145
Relaxation estimate at R -> 0: 4608 eV
Ion speed / Bohr speed: 0.205
checks complete
```
